# Depletion of a two-dimensional electron gas by a coplanar half-plane gate

A metal gate held negative beside a two-dimensional electron gas drives electrons away from its edge. The donors that supplied the electrons stay behind, so an empty strip of positive charge opens between metal and gas. Its width is not given in advance: the electrons settle where the electrostatic forces leave them. The questions are how wide the strip is at a given voltage, and how the density rises from zero beyond it.

## Model and conventions

The system is uniform along $y$. Gate, donors and gas lie in the plane $z=0$, with a semiconductor of dielectric constant $\varepsilon_s$ at $z<0$ and vacuum at $z>0$. SI units are used, and the electron charge is $-e$. The assumptions are these.

1. The gate fills $x<-a$ and is an equipotential, $\phi=-V$ with $V>0$.
2. Ionized donors of uniform sheet density $n_0$ fill $x>-a$. No other fixed charge is present, and the bare surface does not charge or discharge when $V$ changes.
3. The strip $|x|<a$ is empty. Electrons of density $n(x)\ge 0$ occupy $x>a$. Gate and gas exchange no electrons.
4. The electrons are classical and cold: their only energy is $-e\phi$. Equilibrium then requires $\phi=0$ where there are electrons, and $\phi\le 0$ where there are none. If $\phi$ were positive in an empty place, electrons would lower their energy by moving there.
5. The field vanishes at infinity, and the electrostatic energy near each edge is finite.

The origin is the middle of the strip, whose half-width $a$ is unknown. The gate edge is fixed in the laboratory, so this origin moves when the voltage changes.

Define the field scale and a length,

$$E_0=\frac{e n_0}{\varepsilon_0(\varepsilon_s+1)},\qquad l=\frac{V}{\pi E_0}=\frac{\varepsilon_0(\varepsilon_s+1)V}{\pi e n_0}. \tag{1}$$

**Theorem.** Under assumptions 1–5, equilibrium requires $a=l$, and the density is

$$n(x)=n_0\sqrt{\frac{x-l}{x+l}}\quad (x>l),\qquad n(x)=0\quad(|x|<l). \tag{2}$$

The strip has width $2l$, proportional to the electrostatic drop $V$ from gas to gate.

## Lemma 1: the dielectric factor

**Lemma 1.** Just above the plane, $E_z(x,0^+)=\sigma(x)/[\varepsilon_0(\varepsilon_s+1)]$, where $\sigma$ is the total sheet charge density.

*Proof.* Away from the plane $\phi$ obeys Laplace's equation in both media, and $\phi$ is continuous across $z=0$. Its values on the plane are bounded, and they determine the bounded solution in each half-space. Reflecting the upper solution in the plane gives a function that is harmonic below and has the same boundary values, so it is the lower solution. Hence $\phi(x,-z)=\phi(x,z)$ and $E_z(x,0^-)=-E_z(x,0^+)$. Gauss's law at the sheet gives

$$\sigma=\varepsilon_0E_z(0^+)-\varepsilon_0\varepsilon_sE_z(0^-)=\varepsilon_0(1+\varepsilon_s)E_z(0^+).\qquad\blacksquare$$

The vacuum is therefore included without approximation. If another dielectric filled the upper half-space, its constant would replace the 1.

To the right of the gate $\sigma=e(n_0-n)$, so

$$E_z(x,0^+)=E_0\left(1-\frac{n(x)}{n_0}\right),\qquad x>-a. \tag{3}$$

In the empty strip this is $E_z=E_0$. On the gate and on the gas the potential is constant, so $E_x=0$. One field component is thus prescribed on part of the line and the other component on the rest, which makes this a mixed boundary problem.

## Lemma 2: all fields for a given strip

**Lemma 2.** For given $a$, the density on $x>a$ must have the form

$$\frac{n(x)}{n_0}=\frac{x+c}{\sqrt{x^2-a^2}} \tag{4}$$

with a real constant $c$, and the field in the strip is $E_x=E_0(x+c)/\sqrt{a^2-x^2}$.

*Proof.* For $z>0$ let $\zeta=x+iz$ and $f=E_x-iE_z$. The Cauchy–Riemann conditions for $f$ are

$$\partial_xE_x=-\partial_zE_z,\qquad \partial_zE_x=\partial_xE_z,$$

which state that the field has no divergence and no curl. So $f$ is analytic in the upper half-plane.

Put $g=f+iE_0$. In the strip $E_z=E_0$, so $g=E_x$ is real. Outside it $E_x=0$, so $g=i(E_0-E_z)$ is imaginary. At infinity $g\to iE_0$.

Let $R(\zeta)=\sqrt{\zeta^2-a^2}$, with the branch that behaves as $\zeta$ at infinity in the upper half-plane. On the real axis, approached from above,

$$R=\begin{cases}\sqrt{x^2-a^2}, & x>a,\\ i\sqrt{a^2-x^2}, & |x|<a,\\ -\sqrt{x^2-a^2}, & x<-a.\end{cases}$$

The product $gR$ is imaginary on all three pieces: real times imaginary in the strip, imaginary times real outside. Therefore $P=gR/i$ is real on the whole axis, except perhaps at $\pm a$. By the reflection principle, $P(\zeta^*)=P(\zeta)^*$ continues it to the lower half-plane.

At the edges the boundary conditions switch between real and imaginary $g$, which allows half-integer powers of the distance $r$ from the edge. For $g\sim r^{-1/2}$ the energy $\int |g|^2\,r\,dr$ converges at $r=0$; for $r^{-3/2}$ it diverges. So $g$ grows no faster than $r^{-1/2}$, $P$ stays bounded at $\pm a$, and those singularities are removable. Then $P$ is analytic everywhere and behaves as $E_0\zeta$ at infinity. By Liouville's theorem it is a polynomial of first degree, $P=E_0(\zeta+c)$, and $c$ is real because $P$ is real on the axis. Hence

$$g(\zeta)=iE_0\,\frac{\zeta+c}{\sqrt{\zeta^2-a^2}}. \tag{5}$$

For $x>a$, equation (3) gives $g=i(E_0-E_z)=iE_0n/n_0$, and comparison with (5) gives (4). In the strip $R=i\sqrt{a^2-x^2}$; the factors $i$ cancel, leaving the stated $E_x$. $\blacksquare$

## Lemma 3: the voltage fixes the constant

**Lemma 3.** $c=-l$ for every $a$.

*Proof.* Since $E_x=-\partial_x\phi$,

$$V=\phi(a)-\phi(-a)=-E_0\int_{-a}^{a}\frac{x+c}{\sqrt{a^2-x^2}}\,dx=-\pi E_0c.$$

The term with $x$ is odd and integrates to zero, while $\int_{-a}^{a}dx/\sqrt{a^2-x^2}=\pi$. So $c=-V/(\pi E_0)=-l$. $\blacksquare$

## Proof of the theorem

With $c=-l$, any trial strip gives

$$\frac{n}{n_0}=\frac{x-l}{\sqrt{x^2-a^2}}\ \ (x>a),\qquad E_x=E_0\frac{x-l}{\sqrt{a^2-x^2}}\ \ (|x|<a). \tag{6}$$

*Strip too narrow, $a<l$.* For $a<x<l$ the numerator is negative, so $n<0$. This is impossible.

*Strip too wide, $a>l$.* For $l<x<a$ the field $E_x$ is positive. Since $\phi(a)=0$,

$$\phi(x)=\int_x^aE_x(s)\,ds>0\qquad (l\le x<a).$$

Electrons at the edge of the gas would lower their energy by entering this part of the strip, so this is not equilibrium.

*The remaining case, $a=l$.* The factor $x-l$ cancels one square root:

$$\frac{n}{n_0}=\frac{x-l}{\sqrt{(x-l)(x+l)}}=\sqrt{\frac{x-l}{x+l}}\ge0.$$

In the strip, where $x-l=-(l-x)$,

$$E_x=-E_0\sqrt{\frac{l-x}{l+x}}<0, \tag{7}$$

so $\phi(x)=\int_x^lE_x\,ds<0$. Both equilibrium conditions hold. $\blacksquare$

The final condition is a balance of forces. A wrong strip has a field diverging as an inverse square root at the gas edge; at $a=l$ the divergence is gone and $E_x$ vanishes there. The gate edge keeps its divergence, because the metal cannot move.

## Potential, gate charge and limits

**Potential in the strip.** Write $\sqrt{(l-s)/(l+s)}=(l-s)/\sqrt{l^2-s^2}$ and integrate (7) from $x$ to $l$. The two terms give $\int_x^l l\,ds/\sqrt{l^2-s^2}=l\arccos(x/l)$ and $\int_x^l s\,ds/\sqrt{l^2-s^2}=\sqrt{l^2-x^2}$, so

$$\phi(x)=-E_0\left[l\arccos\frac{x}{l}-\sqrt{l^2-x^2}\right]. \tag{8}$$

At $x=-l$ this is $-\pi lE_0=-V$, as required.

**Charge on the gate.** For $x<-l$ the root in (5) is $-\sqrt{x^2-l^2}$, and $x-l=-(|x|+l)$. The signs cancel, and Lemma 1 gives

$$\sigma(x)=en_0\left[1-\sqrt{\frac{|x|+l}{|x|-l}}\right]<0.$$

**Far from the gate.** With $u=l/x$,

$$\sqrt{\frac{1-u}{1+u}}=\frac{1-u}{\sqrt{1-u^2}}=1-u+\frac{u^2}{2}+O(u^3),$$

so $n\simeq n_0(1-l/x)$. The missing electrons leave a positive charge $en_0l/x$, matched on the gate by $-en_0l/|x|$. Each total grows logarithmically with the size of the conductors; a real device cuts off this growth. The far field confirms the coefficient. Equation (5) gives $f\simeq-iE_0l/\zeta$, of magnitude $V/(\pi r)$. That is the field of two half-planes at potentials $0$ and $-V$ meeting at a line, since the potential drops by $V$ along a semicircle of length $\pi r$.

**Close to the gas edge.** At distance $s=x-l\ll 2l$ the density is $n\simeq n_0\sqrt{s/2l}$. At a small distance $s$ into the strip, (7) gives

$$\phi\simeq-E_0\int_0^s\sqrt{\frac{s'}{2l}}\,ds'=-\frac{2E_0}{3}\frac{s^{3/2}}{\sqrt{2l}}. \tag{9}$$

**Distance from the gate.** In terms of $X=x+l$, measured from the fixed gate edge, $n=n_0\sqrt{(X-2l)/X}$. Half the bulk density is reached when $(X-2l)/X=1/4$, that is, at $X=8l/3$.

## Remark: drop and applied bias

$V$ is a difference of electrostatic potential, not the reading of a voltmeter, which compares Fermi levels. Let the gate be reverse biased by $V_r$, so that its Fermi level lies $eV_r$ above that of the gas. At the gate the conduction-band edge lies a barrier $\Phi_B$ above the metal's Fermi level. In the gas it lies $E_F$ below the gas's Fermi level, if the confinement energy is neglected. Adding the three steps,

$$eV=eV_r+\Phi_B+E_F. \tag{10}$$

In the model, where the bare surface is uncharged and the donors only balance the gas, $l$ is therefore linear in the applied bias but not proportional to it: a strip is open already at $V_r=0$.

Real heterostructures usually differ. Their bare surface carries negative charge, balanced by extra donors, and has a barrier of its own. If that barrier equals $\Phi_B$ and the surface charge stays frozen, an unbiased gate merely continues the surface and opens no strip. By superposition, the drop that enters (1) is then $V_r$ instead of $V$.

## Worked example

Take rough typical values for a gallium arsenide heterostructure at 4.2 K: $n_0=3\times10^{11}\ \mathrm{cm^{-2}}$, $\varepsilon_s=12.9$, effective mass $0.067\,m_e$ and $\Phi_B=0.7$ eV. Let $V=1.5$ V. Then

$$E_0=\frac{(1.602\times10^{-19})(3\times10^{15})}{(8.854\times10^{-12})(13.9)}\ \mathrm{\frac{V}{m}}=3.91\times10^{6}\ \mathrm{\frac{V}{m}}=0.0391\ \mathrm{MV/cm},$$

$$l=\frac{1.5\ \mathrm V}{\pi\times3.91\times10^{6}\ \mathrm{V/m}}=122\ \mathrm{nm}.$$

The strip is $2l=245$ nm wide, and half density is reached 326 nm from the gate. Using $\varepsilon_s$ in place of $\varepsilon_s+1$ would give $l=113$ nm, 7% too small. The Fermi energy is 10.7 meV, so (10) gives an applied reverse bias of $1.5-0.7-0.011=0.79$ V. In the model, the drop at zero bias would be 0.71 V and, with $dl/dV=81.5$ nm/V, the strip would still be $2\times81.5\times0.71\approx116$ nm wide. With the charged, frozen surface described in the remark, zero bias would open no strip, and by the coplanar law a reverse bias of 0.79 V would open one only $2\times81.5\times0.79\approx129$ nm wide.

The density recovers slowly: it is $0.54\,n_0$ at 100 nm from the gas edge and $0.90\,n_0$ at 1000 nm.

The edge was also found numerically without using (2). The plane was divided into cells of constant charge, 1 nm wide around the strip and the gas edge. The potentials were imposed, and cells with negative electron density were emptied until none remained. For drops of 0.75, 1.50 and 2.25 V the edge came at 122, 244 and 367 nm from the gate; the formula gives 122.3, 244.5 and 366.8 nm. At 1.5 V, from 20 nm beyond the edge out to 5 µm from the gate, the densities at the cell centres differ by at most $0.0002\,n_0$; values interpolated between the coarser outer cells differ by up to $0.0003\,n_0$. Forcing a strip 0.7 times the correct width produced negative density at its edge. Forcing one 1.3 times as wide produced a potential of $+33$ mV a few nanometres inside the strip, which attracts electrons. Both agree with the proof. The numerical output lists these and the remaining comparisons.

## Where real devices depart from the model

**Gate height and surface charge.** In a heterostructure the gas is buried, typically some tens of nanometres or more below the gate. The numerical calculation was repeated with donors and gas 50 nm below the surface, donors also under the gate, and $V=1.5$ V held fixed. With no charge on the bare surface, the gas edge moves from 245 to 264 nm from the gate edge, and the half-density point moves inward from 326 to 312 nm. The edge profile is therefore steeper than (2). If instead the bare surface is held at the potential of the gas, the edge lies at 142 nm and half density at 196 nm. The strip is then about 40% narrower than the coplanar result. Before (2) is applied to a device, one must therefore know whether its surface charge stays frozen while the gate voltage changes, and how much of the drop that charge already balances.

A buried gas also has a threshold. Far under the gate, a fully depleted donor sheet at depth $d$ raises the potential by $en_0d/(\varepsilon_0\varepsilon_s)$ above that of the gate. Electrons are expelled there when $V$ exceeds this value, which is 0.21 V for $d=50$ nm (0.22 V if the Fermi energy of the gas is included). Below it the gas continues under the metal, and the coplanar law does not apply. Just above it the gas edge still lies under the metal, and it moves out past the gate edge only as $V$ rises further. A strip much wider than $d$ is not enough by itself to make the law hold: with the bare surface held at the potential of the gas, the strip stays well short of $2l$ even when it is several times wider than $d$.

**Fermi pressure.** Electrons with kinetic energy can climb into the strip. Setting $e|\phi|=E_F$ in (9) gives a penetration

$$s=\left(\frac{3E_F\sqrt{2l}}{2eE_0}\right)^{2/3}\approx16\ \mathrm{nm}$$

if the potential is left unchanged. That estimate ignores the charge of the electrons that move in. A self-consistent coplanar calculation, with the local kinetic energy of a uniform gas (Thomas–Fermi), moves the edge by about 6 nm, to 238 nm, and the half-density point by about 1 nm.

**Waves, grains and temperature.** The local Fermi wave number is $k_F=\sqrt{2\pi n}$. At 15 nm from the edge $k_Fs=1$, so closer in the density varies too fast for a local classical description. The mean donor spacing, $n_0^{-1/2}=18$ nm, sets a similar limit on treating the donors as a uniform sheet. The square-root onset is thus a smoothed description, not a resolved profile, within the first 15 to 20 nm. Temperature matters less here: at 4.2 K, $k_BT/E_F=0.03$ in the bulk of the gas.

**The gate edge.** By (7), the field at distance $s$ from the metal is $E_0\sqrt{(2l-s)/s}$. At 5 nm it is 0.27 MV/cm, below a rough breakdown field of 0.4 MV/cm, but within about 2 nm the formula exceeds that figure. There the shape of the real metal edge matters, and the ideal sharp edge cannot settle whether breakdown begins. For tunnelling out of the gate at its Fermi level, the semiclassical exponent along the plane, computed from (8) with the 0.7 eV barrier, is about 40 over a path of 35 nm. This uses the band-edge mass deep inside the gap; a two-band dispersion with a gap of 1.52 eV lowers the exponent to about 36. Either factor makes this leakage negligible within the estimate, which leaves out image lowering of the barrier and defects.

## Values computed for the example and the checks

```
donor density n0 = 3.00e+11 cm^-2
dielectric constant = 12.9, mass = 0.067 m_e
electrostatic drop V = 1.5 V
barrier = 0.7 eV, Fermi energy = 10.72 meV
applied reverse bias = 0.789 V
field scale E0 = 0.0391 MV/cm
l = 122.26 nm, depletion width 2l = 244.51 nm
dl/dV = 81.50 nm/V
l with eps_s in place of eps_s+1 = 113.46 nm
distance from gas edge (nm): n/n0 formula, n/n0 solver
  20: 0.2750, 0.2751
  50: 0.4120, 0.4121
  100: 0.5388, 0.5388
  200: 0.6708, 0.6707
  500: 0.8195, 0.8192
  1000: 0.8964, 0.8961
V (V): width 2l formula, solver edge (nm, 1 nm cells)
  0.75: 122.26, 122.0
  1.50: 244.51, 244.0
  2.25: 366.77, 367.0
dielectric factors, largest relative error = 1.2e-05
field from charge, largest error = 3.8e-12 E0
drop from charge = 3.141593 E0 l
density, largest error = 0.0002 n0
strip potential, largest error = 3.00 mV
tail (1-n/n0)x/l at x = 20 l: 0.9776
wrong gaps, density error = 0.0022 n0
gap 0.7 of true: n/n0 in first cell = -5.219
gap 1.3 of true: phi near gas edge = 33.48 mV
from gate edge (nm): gas edge, point where n = n0/2
  formula: 244.5, 326.0
  coplanar solver: 244.0, 326.0
  with Fermi pressure: 238.0, 325.0
  gate 50 nm above, frozen surface: 264.0, 312.1
  gate 50 nm above, pinned surface: 142.0, 195.9
shift of n0/2 point, cells 2 nm to 1 nm (nm):
  coplanar 0.07, frozen 0.05, pinned -0.06
shift, domain 20 to 100 um = 0.07 nm
kT at 4.2 K = 0.362 meV, kT/E_F = 0.034
wave smearing, k_F s = 1 at s = 14.9 nm
mean donor spacing = 18.3 nm
field 5 nm from gate = 0.270 MV/cm
rough breakdown field = 0.4 MV/cm
gate tunnelling: path 34.5 nm, exponent 40.3
```
